\section*{Invariant occupation traces for nonorthogonal Hubbard projectors}

Take one atomic site with two normalised real functions, $\varphi_1$ and $\varphi_2$, whose overlap is $s=\langle\varphi_1|\varphi_2\rangle$ with $0<|s|<1$. Suppose that the space they span is completely filled in one spin channel, so that the density operator $\rho$ of that spin obeys $\rho\varphi_m=\varphi_m$. The obvious occupation matrix, $N_{mm'}=\langle\varphi_m|\rho|\varphi_{m'}\rangle$, is then just the overlap matrix:
\begin{equation}
N=\begin{pmatrix}1&s\\ s&1\end{pmatrix},\qquad
N^2=\begin{pmatrix}1+s^2&2s\\ 2s&1+s^2\end{pmatrix},\qquad
\mathrm{Tr}(N-N^2)=-2s^2 .
\end{equation}
A filled shell should give zero. It does so if the same space is described by the orthonormal functions $(\varphi_1\pm\varphi_2)/\sqrt{2(1\pm s)}$, for which $N$ is the unit matrix. The state and the space are the same in both descriptions, and the difference $-2s^2$ comes from the choice of functions alone. Multiplying $N$ by the inverse overlap from both sides does not help, since it turns the filled matrix into
\begin{equation}
O^{-1}=\frac{1}{1-s^2}\begin{pmatrix}1&-s\\-s&1\end{pmatrix},
\end{equation}
whose trace is $2/(1-s^2)$ instead of 2. Multiplying once gives $O^{-1}N=1$, with both traces equal to 2.

This matters for the Hubbard correction in its simplified rotationally invariant form with one effective parameter $U$,
\begin{equation}
E_U=\frac U2\sum_{\text{sites, spins}}\mathrm{Tr}\,(n-n^2),
\label{EU}
\end{equation}
where $n$ is the occupation matrix of one site and one spin. For the energy to be well defined for a given subspace at every density, $\mathrm{Tr}\,n$ and $\mathrm{Tr}\,n^2$ must each be independent of the functions chosen to span it. Since $n$ is linear in $\rho$, scaling $\rho$ by a factor $t$ scales the two traces by $t$ and $t^2$, so changes in them cannot cancel for all $t$.

Let a site have $M$ linearly independent functions $\varphi_m$ spanning a subspace $\mathcal C$, and let $0\le\rho\le1$. Define
\begin{equation}
O_{mm'}=\langle\varphi_m|\varphi_{m'}\rangle,\qquad
N_{mm'}=\langle\varphi_m|\rho|\varphi_{m'}\rangle .
\end{equation}
In an ultrasoft or projector augmented-wave calculation the physical states are $\psi_i=T\tilde\psi_i$, with a linear map $T$ and overlap operator $\mathcal S=T^\dagger T$. If the Hubbard functions are written likewise as $\varphi_m=T\tilde\varphi_m$, then $O_{mm'}=\langle\tilde\varphi_m|\mathcal S|\tilde\varphi_{m'}\rangle$, and $N_{mm'}=\sum_i f_i\langle\tilde\varphi_m|\mathcal S|\tilde\psi_i\rangle\langle\tilde\psi_i|\mathcal S|\tilde\varphi_{m'}\rangle$ with occupations $f_i$. Nothing below depends on how these inner products are evaluated.

A new basis of $\mathcal C$ is $\varphi'_a=\sum_m\varphi_mA_{ma}$ with an invertible complex matrix $A$. The bra brings in $A^\dagger$ and the ket $A$, so
\begin{equation}
O'=A^\dagger OA,\qquad N'=A^\dagger NA .
\label{transf}
\end{equation}
Hence $\mathrm{Tr}\,N'=\mathrm{Tr}(AA^\dagger N)$. To see when this equals $\mathrm{Tr}\,N$ for every $\rho$, one needs to know which matrices $N$ can occur. The functions $e_a=\sum_m\varphi_m(O^{-1/2})_{ma}$ are orthonormal, and $\rho=\sum_{ab}|e_a\rangle X_{ab}\langle e_b|$ is allowed for any Hermitian $X$ with $0\le X\le1$; it gives $N=O^{1/2}XO^{1/2}$. For any column vector $v$ and a small enough $\epsilon>0$, the choice $X=\epsilon\,O^{-1/2}vv^\dagger O^{-1/2}$ is allowed and gives $N=\epsilon vv^\dagger$. Invariance of $\mathrm{Tr}\,N$ thus requires $v^\dagger AA^\dagger v=v^\dagger v$ for all $v$, that is, $AA^\dagger=1$. The traces of the covariant matrix $N$ are unchanged for every $\rho$ by unitary changes of basis and by no others (unchanged does not mean correct: a unitary $A$ keeps the value $-2s^2$ of the filled shell above), although two particular bases may agree by accident for a particular $\rho$.

The remedy is to pair each function with a dual vector. Require the dual $\varphi^m$ to lie in $\mathcal C$, so that $\varphi^m=\sum_{m'}\varphi_{m'}Y_{m'm}$, and to obey $\langle\varphi^m|\varphi_k\rangle=\delta_{mk}$. The second condition reads $Y^\dagger O=1$, and since $O$ is Hermitian, $Y=O^{-1}$. The two conditions fix the duals completely. The mixed occupation tensor is
\begin{equation}
n^m{}_{m'}=\langle\varphi^m|\rho|\varphi_{m'}\rangle=(O^{-1}N)_{mm'} .
\end{equation}
With (\ref{transf}) it transforms as
\begin{equation}
O'^{-1}N'=A^{-1}O^{-1}(A^\dagger)^{-1}A^\dagger NA=A^{-1}(O^{-1}N)A .
\end{equation}
This is a similarity transformation, so the trace of every power is invariant. The meaning of the first two traces follows from the operator
\begin{equation}
P=\sum_m|\varphi_m\rangle\langle\varphi^m|
=\sum_{mm'}|\varphi_m\rangle(O^{-1})_{mm'}\langle\varphi_{m'}| .
\end{equation}
It is Hermitian, leaves each $\varphi_k$ unchanged and annihilates every vector orthogonal to $\mathcal C$. It is therefore the orthogonal projector on $\mathcal C$, which knows the subspace but not its basis. Summing over $m$, and over the intermediate index in $n^2$, gives
\begin{equation}
\mathrm{Tr}\,n=\mathrm{Tr}(P\rho),\qquad \mathrm{Tr}\,n^2=\mathrm{Tr}(P\rho P\rho).
\label{proj}
\end{equation}

It remains to ask whether some other matrix would do as well. Consider all constructions $n=L(O)\,N\,R(O)$, where the $M\times M$ matrices $L$ and $R$ are functions of the site's own overlap matrix. This class contains $N$ itself, the contravariant matrix $O^{-1}NO^{-1}$, the mixed tensor, and the matrix $O^{-1/2}NO^{-1/2}$ obtained by Löwdin orthonormalisation within the site. Two things are demanded: $\mathrm{Tr}\,n$ is invariant for every $\rho$ and every $A$, and it equals $M$ when $\mathcal C$ is full.

By cyclicity $\mathrm{Tr}\,n=\mathrm{Tr}(KN)$ with $K=RL$. Invariance means
\begin{equation}
\mathrm{Tr}\,[K(O)N]=\mathrm{Tr}\,[K(A^\dagger OA)A^\dagger NA]=\mathrm{Tr}\,[A\,K(A^\dagger OA)\,A^\dagger N].
\end{equation}
Inserting $N=\epsilon vv^\dagger$ shows that $K(O)$ and $A\,K(A^\dagger OA)\,A^\dagger$ have the same quadratic form for all complex $v$. A complex matrix is determined by its quadratic form, so
\begin{equation}
A\,K(A^\dagger OA)\,A^\dagger=K(O).
\label{cond}
\end{equation}
First set $O=1$ and let $A=W$ be unitary. Then $WK(1)W^\dagger=K(1)$, so $K(1)$ commutes with every unitary matrix. Commuting with a diagonal matrix of distinct phases makes it diagonal, and commuting with permutations makes its diagonal entries equal: $K(1)=c\,1$. Now return to a general $O$ and choose $A=O^{-1/2}$, for which $A^\dagger OA=1$. Equation (\ref{cond}) becomes
\begin{equation}
K(O)=O^{-1/2}\,c\,O^{-1/2}=c\,O^{-1}.
\end{equation}
A full subspace has $N=O$ and gives $\mathrm{Tr}\,n=cM$, hence $c=1$ and $RL=O^{-1}$. Both factors are then invertible, $L=R^{-1}O^{-1}$, and
\begin{equation}
n=R^{-1}(O^{-1}N)R .
\label{unique}
\end{equation}

Within this class, the admissible matrices are the mixed tensor and those similar to it. The condition on $\mathrm{Tr}\,n$ alone fixes $\mathrm{Tr}\,n^2$ as well. This step uses complex $\rho$: if only real $\rho$ and real $A$ were admitted, an antisymmetric part of $K$ would drop out of $\mathrm{Tr}\,n$ and remain free, while still changing $\mathrm{Tr}\,n^2$. The site-local Löwdin matrix is the case $R=O^{-1/2}$ and gives the same energy; it is the same tensor seen from an orthonormal basis. Uniqueness is therefore a statement about the traces and, for duals confined to $\mathcal C$, about the dual vectors.

The Löwdin form also supplies bounds. For a column $x$ with $x^\dagger x=1$, the function $f=\sum_{mm'}\varphi_m(O^{-1/2})_{mm'}x_{m'}$ is normalised, and $x^\dagger O^{-1/2}NO^{-1/2}x=\langle f|\rho|f\rangle$ lies between 0 and 1. The eigenvalues $\lambda$ of $n$ therefore lie in the same interval, each contributes $0\le\lambda-\lambda^2\le\frac14$, and for $U>0$ the energy (\ref{EU}) cannot be negative. It vanishes when each $\lambda$ is 0 or 1, as a penalty on fractional occupation should.

Varying $\rho$ in (\ref{proj}) at fixed Hubbard functions gives $\delta\,\mathrm{Tr}\,n=\mathrm{Tr}(P\,\delta\rho)$. The two equal terms in the variation of $\mathrm{Tr}(P\rho P\rho)$ add up to $2\,\mathrm{Tr}(P\rho P\,\delta\rho)$. The potential of one site and spin is therefore
\begin{equation}
V=\frac U2\,(P-2P\rho P)
=\frac U2\sum_{mm'}|\varphi_m\rangle\left[O^{-1}-2\,O^{-1}NO^{-1}\right]_{mm'}\langle\varphi_{m'}| .
\end{equation}
It is Hermitian and independent of the basis, and it shifts an eigenstate of $P\rho P$ in $\mathcal C$ by $U(\frac12-\lambda)$. The contravariant matrix has its proper place here, contracted with two covariant functions; it fails when its own trace is taken. If the atoms move, the functions move with them, and the forces contain further terms from the change of $P$.

The uniqueness argument assumed that the construction sees nothing beyond the site's own overlaps. Suppose instead that the functions of all sites together are linearly independent, with overlap matrix $G$, and define duals $\tilde\varphi^\alpha=\sum_\beta\varphi_\beta(G^{-1})_{\beta\alpha}$. The occupation $\langle\tilde\varphi^m|\rho|\varphi_{m'}\rangle$ of a site then belongs to the operator
\begin{equation}
Q=\sum_{m\in\text{site}}|\varphi_m\rangle\langle\tilde\varphi^m| .
\end{equation}
If every site changes its own basis, the overall matrix $A$ is block diagonal and $G^{-1}\to A^{-1}G^{-1}(A^\dagger)^{-1}$. The duals pick up $(A^\dagger)^{-1}$, their bras $A^{-1}$, and this cancels the $A$ of the kets within each block. Thus $Q$ is unchanged, and these traces are invariant too. Invariance by itself does not single out the site-local duals.

What is lost is locality. The operator $Q$ satisfies $Q^2=Q$, but it annihilates the functions of the other sites instead of everything orthogonal to $\mathcal C$. It is an oblique projector, Hermitian only when the other sites' functions are orthogonal to $\mathcal C$. Two sites with one function each show the consequence. In an orthonormal frame let $\varphi_1=(1,0)$ and $\varphi_2=(s,c)$ with $c=\sqrt{1-s^2}$. The dual of $\varphi_1$ must be orthogonal to $\varphi_2$ and have unit product with $\varphi_1$, so it is $(1,-s/c)$, and
\begin{equation}
Q=\begin{pmatrix}1&-s/c\\0&0\end{pmatrix},\qquad
\frac{Q+Q^\dagger}{2}=\begin{pmatrix}1&-s/2c\\-s/2c&0\end{pmatrix}.
\end{equation}
For a real pure state in this plane the population is the expectation value of the second matrix. Its extremes are the roots of $\lambda^2-\lambda-s^2/4c^2=0$:
\begin{equation}
\lambda_\pm=\frac12\left(1\pm\frac1{\sqrt{1-s^2}}\right),\qquad
\lambda_\pm-\lambda_\pm^2=-\frac{s^2}{4(1-s^2)} .
\end{equation}
For $s=0.5$ the population runs from $-0.077$ to $1.077$, and $n-n^2$ falls to $-0.083$. The Hubbard term is then no longer a penalty that stays nonnegative.

The site-local choice has its own price. In the same model the sum of the two local populations is the expectation value of $P_1+P_2$. Its eigenvalues are those of the overlap matrix, $1\pm s$, so for $s>0$ one electron in the bonding combination is counted as $1+s$. The oblique projectors, by contrast, add up to the orthogonal projector on the joint space and count each electron in that space once. These two choices are not the only invariant ones. If each site is first orthonormalised and all sites are then Löwdin-orthonormalised together, a change of site basis reduces to a unitary matrix within each block; the resulting projectors are invariant, orthogonal and add up to the projector on the joint space. Their subspaces, however, are no longer $\mathcal C$ and depend on the other sites.

A linear chain of four hydrogen atoms, 1.8 bohr apart, puts numbers to this. Restricted Hartree--Fock in the 6-31G basis supplies $\rho$; electron correlation and the remaining basis error are left out, which does not affect the algebra. Each atom carries two $s$ functions, a compact and a diffuse one, and these form its Hubbard subspace. The value $U=5$ eV is chosen for illustration, and all energies are evaluated at the fixed Hartree--Fock density. For an inner atom, per spin,
\begin{equation}
s=0.65829,\quad N_{11}=0.58480,\quad N_{12}=0.70252,\quad N_{22}=0.86327 .
\end{equation}
With $1-s^2=0.56665$ the mixed tensor is
\begin{equation}
n=\frac{1}{1-s^2}\begin{pmatrix}N_{11}-sN_{12}&N_{12}-sN_{22}\\N_{12}-sN_{11}&N_{22}-sN_{12}\end{pmatrix}
=\begin{pmatrix}0.2159&0.2369\\0.5604&0.7073\end{pmatrix}.
\end{equation}
It is not symmetric, yet its eigenvalues are real, 0.022 and 0.901: one nearly filled and one nearly empty combination. The traces are
\begin{align}
\mathrm{Tr}\,n&=0.2159+0.7073=0.9232,\\
\mathrm{Tr}\,n^2&=0.2159^2+0.7073^2+2(0.2369)(0.5604)=0.8124 .
\end{align}
The two equal spin channels cancel the factor $\frac12$ in (\ref{EU}), so this atom contributes $5\,(0.9232-0.8124)=0.554$ eV. The digits belong to this density: with the same Hubbard functions, the Hartree--Fock density in cc-pVTZ gives 0.572 eV and the full configuration-interaction density in 6-31G gives 0.646 eV.

Now describe the same subspace by other normalised functions. The normalised sum and difference of $\varphi_1$ and $\varphi_2$ have the occupations
\begin{equation}
\frac{N_{11}+2N_{12}+N_{22}}{2(1+s)}=0.8603,\qquad
\frac{N_{11}-2N_{12}+N_{22}}{2(1-s)}=0.0630 .
\end{equation}
These two functions are orthonormal, and their occupations add up to 0.9232 again. The table gives the energy of the atom, in eV, when the covariant, contravariant or mixed matrix is put into (\ref{EU}).
\begin{center}
\begin{tabular}{lrrrr}
Basis & $\mathrm{Tr}\,N$ & covariant & contravariant & mixed\\
\hline
$\varphi_1,\varphi_2$ & 1.448 & $-3.13$ & 1.40 & 0.55\\
sum, difference & 0.923 & 0.55 & 0.55 & 0.55\\
$\varphi_1$, sum & 1.445 & $-3.18$ & $-14.68$ & 0.55\\
$\varphi_1$, difference & 0.648 & 1.31 & $-2.98$ & 0.55
\end{tabular}
\end{center}
The covariant and contravariant energies change even in sign. The first and third rows nearly agree in $\mathrm{Tr}\,N$ because replacing $\varphi_2$ by the sum exchanges an occupation of 0.8633 for one of 0.8603. That is an accident of this density, and the contravariant column shows no trace of it. The large value $-14.68$ eV belongs to the basis with the largest overlap, 0.911, where $O^{-1}$ has the large eigenvalue $1/(1-0.911)\approx11$. The same factor can amplify numerical errors of $N$ in the mixed tensor, and when the functions become linearly dependent $O^{-1}$ ceases to exist; a redundant function must then be removed.

Finally, keep the density and the atom's subspace fixed and change only the set of sites from which its duals are built. With its own site alone, $\mathrm{Tr}\,n=0.923$ and the energy is 0.554 eV. Including the other inner atom gives 0.907 and 0.163 eV; including all four atoms gives 0.544 and 1.170 eV. The first step changes the population by about 2\% but removes some 70\% of the energy, because $\mathrm{Tr}\,n^2$ rises from 0.812 to 0.874 while $\mathrm{Tr}\,n$ falls, and the energy depends on their small difference. The eigenvalues of $n$ move from 0.901 and 0.022 to 0.935 and $-0.028$, and with all four atoms they are 0.556 and $-0.013$, so the lower bound fails in this example too. The size of the drop depends on the density: it is 69\% for Hartree--Fock in cc-pVTZ and 51\% (0.646 to 0.316 eV) for full configuration interaction in 6-31G.

The sum over atoms shows the other side of the choice. An end atom has a site-local population of 0.824, so the local populations add up to $2(0.923+0.824)=3.49$ per spin, although there are two electrons per spin. The all-site duals give 2.00, since here the Hubbard functions of the four atoms span the whole basis. Site-local traces are thus occupations of a subspace, fit for a penalty on fractional filling, and not shares of the electron number. A value of $U$ that gives a desired energy with one kind of dual will in general not give it with the other.
